# Precursor diffusion and wall reaction in a blind trench

## What the form of the answer must be

A trench of width \(w\) and depth \(L\) is cut into a flat surface and runs indefinitely in the third direction. Its mouth, at \(x=0\), is in contact with a gas holding precursor at density \(n_0\); its floor lies at \(x=L\). Precursor moves with diffusivity \(D\) and is consumed at the side walls at the rate \(kn\) per unit area, where \(k\) has the dimension of a velocity. The floor is inert at first. The quantity wanted is the steady density \(n(x)\), because the local growth rate of the film is proportional to it.

The problem is linear in \(n\), so \(n/n_0\) cannot depend on \(n_0\). If the density is nearly uniform across the width, a slice of trench loses precursor at a rate per unit volume set by \(k\) times wall area over volume. That ratio is proportional to \(1/w\), so \(k\) and \(w\) enter only as \(k/w\), an inverse time. From \(k/w\), \(D\) and \(L\) one independent dimensionless number can be made:

\[
\frac{kL^2}{Dw}.
\]

It compares the diffusion time \(L^2/D\) with the reaction time \(w/k\).

Symmetry supplies the shape. No precursor crosses an inert floor, so the floor acts as a mirror: the trench is half of a slot of length \(2L\) open at both ends. The profile must be even about \(x=L\). Diffusion with first-order loss gives a linear second-order equation with constant coefficients, whose even growing solution is a hyperbolic cosine. Hence

\[
\frac{n(x)}{n_0}=\frac{\cosh[\phi(1-x/L)]}{\cosh\phi},\qquad \phi^2=C\,\frac{kL^2}{Dw}.
\]

The number \(\phi\) is the Thiele modulus. Two derivations follow, one for a continuous medium and one for molecules that fly freely from wall to wall. Both give \(C=2\). The algebra is classical, contains no \(\hbar\), and holds in any consistent units, atomic units included.

## First derivation: balance in a continuous medium

Let \(y\) run from 0 to \(w\) across the trench. In steady state, with no reaction in the gas, \(D(\partial_x^2+\partial_y^2)n=0\). Integrating over \(y\), with \(\bar n(x)\) the average over the width, gives

\[
Dw\,\bar n''+D\,\partial_y n\big|_{y=w}-D\,\partial_y n\big|_{y=0}=0 .
\]

At each wall the diffusive flux into the wall equals the reaction rate. At \(y=w\) this flux is \(-D\,\partial_y n\), so \(D\,\partial_y n=-kn\). At \(y=0\) the wall lies towards negative \(y\), so \(D\,\partial_y n=+kn\). Both wall densities equal \(n_{\rm wall}\) by symmetry, and

\[
Dw\,\bar n''=2k\,n_{\rm wall}.
\]

The 2 counts the two walls. Setting \(n_{\rm wall}=\bar n\), which is examined below, and dropping the bar,

\[
n''=\frac{\phi^2}{L^2}\,n,\qquad \phi^2=\frac{2kL^2}{Dw}.
\]

The general solution is \(n=A\cosh[\phi(1-x/L)]+B\sinh[\phi(1-x/L)]\). Its slope at the floor is \(-B\phi/L\), which must vanish, so \(B=0\). The condition \(n(0)=n_0\) gives \(A=n_0/\cosh\phi\), and the expected profile follows.

### Conformality and its limits

The growth rate at the foot of the wall relative to that at the mouth is

\[
S=\frac{n(L)}{n_0}=\frac1{\cosh\phi}.
\]

For \(\phi\ll1\), \(S\approx1-\phi^2/2\): reaction is slow compared with diffusion and the film is nearly uniform. For \(\phi\gg1\), \(S\approx2e^{-\phi}\), and growth is confined to a depth of about \(L/\phi\). The mean growth rate on the wall, relative to the mouth, is

\[
\int_0^1\frac{\cosh[\phi(1-\xi)]}{\cosh\phi}\,d\xi
=\frac{\sinh\phi}{\phi\cosh\phi}=\frac{\tanh\phi}{\phi}.
\]

The two walls together consume \(2kn_0L\tanh\phi/\phi\) per unit length of trench. For large \(\phi\) this becomes

\[
\frac{2kn_0L}{\phi}=2kn_0\sqrt{\frac{Dw}{2k}}=n_0\sqrt{2kDw}.
\]

The depth has dropped out, since the lower part of the trench receives almost nothing. The uptake grows as \(\sqrt k\), so if \(k\) is thermally activated and \(D\) is held fixed, the total uptake shows half the activation energy of the wall reaction. This rule belongs to the continuum model with \(kw/D\ll1\) and should not be carried over to the molecular flow treated below.

### A floor that reacts

If the floor consumes precursor at the same rate per area, the condition there is \(-Dn'(L)=kn(L)\). Try

\[
n=n_0\,\frac{\cosh[\phi(1-x/L)+\delta]}{\cosh(\phi+\delta)} .
\]

This solves the same equation and equals \(n_0\) at the mouth. At the floor \(-n'/n=(\phi/L)\tanh\delta\), so \(\tanh\delta=kL/(D\phi)\). Since \(kL/D=\phi^2w/(2L)\),

\[
\tanh\delta=\frac{\phi w}{2L}.
\]

For small \(\delta\) the argument of the upper cosh is \((\phi/L)(L+w/2-x)\). The reactive floor acts like an extra depth \(w/2\), because its area equals that of two wall strips of height \(w/2\).

### The error of averaging over the width

Away from the mouth the density has the form \(X(x)\cos[q(y-w/2)]\) with \(X''=q^2X\). The wall condition gives \(Dq\sin(qw/2)=k\cos(qw/2)\), or with \(u=qw/2\),

\[
u\tan u=b,\qquad b=\frac{kw}{2D}.
\]

For small \(u\), \(u\tan u\approx u^2+u^4/3\). Hence \(u^2\approx b-b^2/3\) and \(u\approx\sqrt b\,(1-b/6)\). Since \(qL=2uL/w\) and \((2L/w)\sqrt b=\phi\),

\[
qL\approx\phi\left(1-\frac{kw}{12D}\right).
\]

The averaged equation therefore needs \(kw/D\ll1\), and its leading error is a slight overestimate of \(\phi\).

A numerical solution of the two-dimensional equation tests these results. For \(kw/D=0.02\) and \(L/w=10\), where \(\phi=2\), the width-averaged density differs from the cosh formulas by at most 0.0009 of \(n_0\), with either kind of floor. For \(kw/D=0.3\) the modulus read from the decay is 2.4 percent below \(\phi\), against 2.5 percent from the formula.

## Second derivation: flights from wall to wall

In a narrow trench at low pressure a molecule crosses from one wall to the other without meeting another molecule. Let \(\Gamma(x)\) be the number of molecules striking unit wall area per unit time at depth \(x\). A fraction \(\beta\), the sticking probability, reacts. The rest leave in directions that have forgotten the arrival, following the cosine law: the probability per unit solid angle is \(\cos\theta/\pi\), with \(\theta\) measured from the wall normal.

### Distribution of flight lengths

Take a landing point on the opposite wall displaced by \(s\) along the depth and \(z\) along the trench. With \(r^2=w^2+s^2+z^2\), we have \(\cos\theta=w/r\), and the area \(ds\,dz\) fills a solid angle \((w/r)\,ds\,dz/r^2\). The landing probability is \(w^2\,ds\,dz/(\pi r^4)\). Using \(\int_{-\infty}^{\infty}dz/(a^2+z^2)^2=\pi/(2a^3)\) with \(a^2=w^2+s^2\),

\[
K(s)=\frac{w^2}{2(w^2+s^2)^{3/2}},\qquad \int_{-\infty}^{\infty}K\,ds=1 .
\]

### Balance of fluxes

Far from the ends, everything that strikes one wall has left the other. By symmetry both walls carry the same \(\Gamma\), so

\[
\Gamma(x)=(1-\beta)\int K(s)\,\Gamma(x+s)\,ds .
\]

Suppose \(\Gamma\) varies slowly over the flights that matter. Expanding \(\Gamma(x+s)\approx\Gamma+s\Gamma'+\tfrac12s^2\Gamma''\), the linear term vanishes because \(K\) is even:

\[
\Gamma=(1-\beta)\left(\Gamma+\tfrac12\langle s^2\rangle\Gamma''\right)
\quad\Rightarrow\quad
\beta\,\Gamma=\tfrac12(1-\beta)\langle s^2\rangle\,\Gamma'' .
\]

For \(\beta\ll1\) the factor \(1-\beta\) can be dropped. With \(\Gamma'(L)=0\) at the inert floor and \(\Gamma(0)\) set equal to the flux \(\Gamma_0\) from the reservoir, the solution is again

\[
\frac{\Gamma(x)}{\Gamma_0}=\frac{\cosh[\phi(1-x/L)]}{\cosh\phi},\qquad
\phi^2=\frac{2\beta L^2}{\langle s^2\rangle}.
\]

### The variance and its logarithm

For large \(s\), \(s^2K\) falls only as \(1/|s|\), so the variance diverges logarithmically. The trench itself limits the flights: one much longer than \(L\) ends at the floor or outside. Cutting the integral at \(|s|=L\),

\[
\langle s^2\rangle=w^2\int_0^L\frac{s^2\,ds}{(w^2+s^2)^{3/2}}
=w^2\int_0^L\left[\frac1{(w^2+s^2)^{1/2}}-\frac{w^2}{(w^2+s^2)^{3/2}}\right]ds .
\]

Both integrals are elementary:

\[
\langle s^2\rangle=w^2\ell,\qquad
\ell=\operatorname{arsinh}\frac Lw-\frac{L}{\sqrt{L^2+w^2}}\approx\ln\frac{2L}{w}-1 ,
\]

the last form holding for \(L\gg w\). Changing the cutoff by a factor \(c\) changes \(\ell\) by about \(\ln c\). As the cutoff is known only up to a factor of order one, \(\ell\) has a relative uncertainty of order \(1/\ell\).

### The same modulus

To compare the two results, the flight quantities must be turned into \(k\) and \(D\). A gas of density \(n\) and mean speed \(\bar v\) strikes a wall with flux \(n\bar v/4\), so \(kn=\beta n\bar v/4\) and \(k=\beta\bar v/4\).

A flight lasts \(w/(v\cos\theta)\). Under the cosine law \(\theta\) has density \(2\cos\theta\sin\theta\), so the mean of \(1/\cos\theta\) is \(\int_0^{\pi/2}2\sin\theta\,d\theta=2\). Molecules leaving a wall have speeds weighted by \(v\), so if \(f\) is the speed distribution in the gas, the mean of \(1/v\) is \(\int f\,dv/\int vf\,dv=1/\bar v\). The mean duration is \(\tau=2w/\bar v\), and \(\langle s^2\rangle=2D\tau\) gives

\[
D=\frac{w^2\ell}{2}\,\frac{\bar v}{2w}=\frac{w\bar v\,\ell}{4}.
\]

Inserting both into the continuum modulus,

\[
\frac{2kL^2}{Dw}=\frac{2L^2}{w}\,\frac{\beta\bar v}{4}\,\frac{4}{w\bar v\ell}
=\frac{2\beta}{\ell}\left(\frac Lw\right)^2 ,
\]

which is the flight result. The speed has cancelled: at fixed \(\beta\), neither temperature nor molecular mass affects conformality in this regime. A sample of two million random flights, cut off at \(L=20w\), gave \(\ell=2.67\) against 2.69 from the formula, and reproduced \(\tau\) to the four digits printed.

## What each derivation assumes

The first derivation takes Fick's law with a constant \(D\) as given. That is justified when molecules collide with one another over distances much shorter than \(w\). Its other condition is \(kw/D\ll1\). It says nothing about the value of \(D\).

The second assumes the opposite gas: free paths much longer than the trench, and diffuse re-emission. It supplies \(D\), but pays for this with the expansion of \(\Gamma\), which the long tail of \(K\) only partly permits. The resulting \(D\) depends on \(L\), so it is not a property of the gas and the width alone. Here \(kw/D=\beta/\ell\), and weak sticking makes the averaging condition hold as well.

The second derivation can be checked without expansion or cutoff. The flux balance is solved over both walls and the floor, with diffuse re-emission, geometrical view factors, a uniform cosine-law influx at the mouth and the same \(\beta\) on the floor. This is called the ballistic solution below. It still leaves out gas collisions and any change of shape.

The logarithm can be tested in the limit of very weak sticking. There the cosh law, with the floor counted as extra depth, gives \(1-\Gamma(L)/\Gamma_0\approx\beta(L+w/2)^2/(w^2\ell)\), which defines an effective \(\ell\) for the ballistic solution. It is 3.04 at \(L/w=20\) and 4.47 at \(L/w=80\). The increase of 1.43 is close to \(\ln4=1.39\), whereas a \(D\) independent of depth would give no increase apart from end effects.

A large modulus breaks the cosh law, whether it comes from strong sticking or from a deep trench. For \(\beta=0.1\) and \(L/w=20\), \(\phi=5.45\) and \(1/\cosh\phi=0.0086\), while the ballistic flux at the foot is 0.047 of the reservoir flux, more than five times larger. In this case one path is enough to show that the cosh value is too low. A point on the floor receives directly from the mouth a fraction of about \(w/(2L)=0.025\) of the reservoir flux. Seen from the foot of the wall, the floor has a view factor of one half, and it re-emits a fraction \(1-\beta=0.9\) of what it receives. This path alone contributes \(0.5\times0.9\times0.025\approx0.011\), already more than the diffusive value. An exponential in \(\phi\) must eventually fall below such a contribution, which decreases only as \(w/L\). This path is a lower bound, not the whole effect: it supplies about a quarter of the ballistic value here, and in a deep trench the cosh law fails before the path matters. For \(\beta=0.002\) and \(L/w=160\), \(\phi=4.63\) and \(1/\cosh\phi=0.019\), while the ballistic foot flux is 0.053 and the single path gives only 0.003.

## A liner in a deep capacitor trench

The example lies in the regime of low-pressure chemical vapour deposition into a deep capacitor trench. The values are round and only roughly typical: \(w=100\) nm, \(L=2000\) nm, temperature 600 K, molecular mass 200 u, precursor pressure 0.001 Torr in a total of 0.1 Torr, and \(\beta=0.002\). For a collision diameter of 0.6 nm and collision partners of equal mass the free path is about 390 µm. A lighter carrier gas shortens it, by a factor of about 2.5 in helium when the smaller diameter of helium (0.22 to 0.26 nm) is counted, but it remains far longer than the trench, so the molecular-flow formulas apply.

The mean speed is 252 m/s and \(\ell=2.69\). Then

\[
k=\frac{0.002\times252}{4}\ \text{m/s}=0.126\ \text{m/s},
\]

\[
D=\frac{10^{-7}\times252\times2.69}{4}\ \text{m}^2/\text{s}=1.7\times10^{-5}\ \text{m}^2/\text{s},
\]

or 12.6 cm/s and 0.17 cm²/s. The ratio \(kw/D\) is \(7\times10^{-4}\), so averaging over the width is harmless. The modulus is

\[
\phi=\sqrt{\frac{2\times0.002\times20^2}{2.69}}=0.77,\qquad S=\frac1{\cosh0.77}=0.76 .
\]

The decay length \(L/\phi\) is about 2600 nm (2.6 µm), somewhat more than the depth. The profiles are:

| \(x/L\) | cosh law | ballistic |
|---|---|---|
| 0 | 1.000 | 0.973 |
| 0.25 | 0.893 | 0.866 |
| 0.50 | 0.819 | 0.807 |
| 0.75 | 0.776 | 0.778 |
| 1 | 0.762 | 0.779 |

The ballistic values are relative to the reservoir flux; those at the ends belong to the nearest wall strip. The wall at the mouth already receives 2.7 percent less than the flat surface outside, because the inside of the trench fills half of its view, and some of the molecules there have been consumed. The cosh law ignores this. Relative to the wall at the mouth, the ballistic growth at the foot is 0.80.

The ballistic flux is nearly the same at three quarters of the depth as at the foot, and slightly higher, 0.783, at the centre of the floor.

The agreement at the foot, 0.762 against 0.779, is helped by a cancellation. The ballistic floor reacts, and with a reactive floor the diffusion model gives \(\delta=0.019\) and \(S=0.753\). Its shortfall from unity, 0.247, is then 12 percent larger than the ballistic 0.221. This lies well inside the uncertainty of order \(1/\ell\approx0.37\). The mean growth on the wall is \(\tanh\phi/\phi=0.84\), against 0.83.

### A design rule and its conditions

Requiring \(S\ge0.9\) means \(\phi\le\operatorname{arcosh}(1/0.9)=0.467\), or

\[
\left(\frac Lw\right)^2\le\frac{0.467^2\,\ell}{2\beta}.
\]

Since \(\ell\) itself depends on \(L/w\), this is solved numerically. At \(\beta=0.002\) the largest aspect ratio is about 10.6, where the ballistic foot flux is 0.907 of the reservoir flux. The rule holds for molecular flow, weak first-order sticking, diffuse re-emission and a trench of constant width that is long in the third direction and at least a few widths deep. For shallow trenches \(\ell\) becomes small and the rule is too strict: it has no solution for \(\beta\) above about 0.019, yet at \(\beta=0.03\) and \(L/w=1\) the ballistic foot flux is 0.92.

### What real trenches change

Real capacitor trenches can be considerably deeper relative to their width than the 20 taken here, and sticking probabilities differ by orders of magnitude between precursors and temperatures, so \(S=0.76\) is not typical of the technology. Many capacitor "trenches" are also round or oval holes rather than long slots. A long round hole of diameter \(d\) has wall area over volume \(4/d\) and, in molecular flow, \(D=d\bar v/3\), so \(\phi^2=4kL^2/(Dd)=3\beta(L/d)^2\). With \(L/d=20\) and \(\beta=0.002\) this gives \(\phi=1.55\) and \(S\approx0.4\), so the slot results and the design rule above must not be used for holes. The assumption that deposition itself breaks is constant width. After 10 nm of film on each wall the opening is 80 nm. With depth and \(\beta\) held fixed and the narrowing taken as uniform, \(L/w=25\), \(\phi=0.93\) and \(S\) falls from 0.76 to 0.68; the ballistic foot flux falls from 0.78 to 0.71. These are growth-rate ratios at that moment, not ratios of accumulated thickness.

Temperature matters through \(\beta\). With an assumed activation energy of 0.8 eV, a trench 20 K hotter has \(\beta=0.0033\), \(\phi=0.99\) and \(S=0.65\) at the original width. In this example that is a larger change than the one caused by the film.

Two further assumptions can be checked, the second only for an assumed turnover time of the surface sites. The film takes about 250 s to grow on the flat surface, if each deposited unit occupies 0.02 nm³, while the diffusion time \(L^2/D\) is 0.24 µs, so the profile stays in steady state as the shape changes. First-order kinetics requires mostly free surface sites. With 10 sites per nm², each takes up 0.2 molecules per second at the mouth; if a site is freed after 0.1 s, about 2 percent are blocked. With a turnover time of 5 s about half would be blocked, the reaction rate would no longer be proportional to \(n\), and the linear equation behind the cosh would no longer apply. The numerical output below lists the values to more digits.

## Table of computed values

```
2D test, k*w/D = 0.02, L/w = 10: phi = 2.000
  largest profile error, inert floor    0.00085
  largest profile error, reactive floor 0.00078
2D test, k*w/D = 0.3: drop of phi 0.0244, formula 0.0250
trench width 100 nm, depth 2000 nm, L/w = 20
temperature 600 K, mass 200 u, sticking 0.002
precursor 0.001 Torr, total 0.1 Torr
mean speed 252.0 m/s
ell formula 2.6908, random flights 2.6705
mean flight time 0.7936 ns, random flights 0.7936 ns
diffusivity D 0.1695 cm2/s
wall rate constant k 12.601 cm/s
k*w/D 7.43e-04
Thiele modulus phi 0.7711, decay length L/phi 2594 nm
x/L, cosh profile, ballistic wall flux (nearest strip at the ends)
  0.00  1.0000  0.9730
  0.25  0.8930  0.8664
  0.50  0.8193  0.8074
  0.75  0.7762  0.7782
  1.00  0.7620  0.7786
foot/mouth S = 1/cosh(phi) 0.7620
ballistic foot/reservoir 0.7786, foot/mouth 0.8002
ballistic floor centre/reservoir 0.7827
phi matching ballistic foot/reservoir 0.7373
mean growth tanh(phi)/phi 0.8398, ballistic 0.8285
ballistic effective ell: 3.042 at L/w = 20, 4.472 at 80
  increase 1.430, ln 4 = 1.386
strong sticking 0.1: phi 5.453
  1/cosh(phi) 0.00857, ballistic 0.04660
for S = 0.9: phi 0.4671, largest L/w 10.60
  ballistic foot/reservoir there 0.9067
reactive floor: shift 0.0193, S 0.7526
after 10 nm film: L/w 25.0, phi 0.9264
  S 0.6846, ballistic 0.7067
collision diameter 0.6 nm, free path 388 um
precursor flux 1014.0 per nm2 per s
deposited unit 0.02 nm3, flat growth 0.0406 nm/s
time for the film 247 s, diffusion time L^2/D 0.236 us
sites 10 per nm2, uptake 0.203 per site per s
blocked fraction at 0.1 s turnover 0.0203
20 K hotter, activation 0.8 eV: sticking 0.00329
  phi 0.9897, S 0.6531
```
